# Activation energy from a first-order hydrogen desorption peak

## Problem

A thin oxide film containing hydrogen is heated in vacuum at a constant rate $\beta = 1$ K/s. The release rate has one peak, at $T_p = 600$ K. Assume that every hydrogen atom leaves by the same first-order step, with rate constant $\nu e^{-E/kT}$ and prefactor $\nu = 10^{13}\ \mathrm{s^{-1}}$. An activation energy of 1.69 eV is quoted for this peak.

(a) Show that the model has a single rate maximum, and find the equation that connects $E$ with $T_p$. Solve it, and decide what the quoted value rests on.

(b) How does $E$ respond to errors in $\nu$ and $T_p$?

(c) What fraction of the hydrogen is left at the peak, and how wide is the peak?

(d) How can $E$ be found without assuming $\nu$?

(e) The film is 50 nm thick and amorphous. Estimate how far second-order release, a spread of site energies, slow pumping and diffusion through the film would change the analysis.

## Solution

### (a) The peak condition

Let $c$ be the fraction of hydrogen remaining and $r=-dc/dt$ the release rate. Both $E$ and $\nu$ are taken as independent of temperature and of $c$, and released hydrogen does not return. Then

$$r=\nu e^{-E/kT}c .$$

Since $dT=\beta\,dt$, dividing by $\beta$ gives the equation in temperature:

$$\frac{dc}{dT}=-\frac{\nu}{\beta}e^{-E/kT}c .$$

The maximum of $r$ is also the maximum of $\ln r=\ln\nu-E/kT+\ln c$. Its derivative is

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}+\frac1c\frac{dc}{dT}
=\frac{1}{T^2}\left[\frac{E}{k}-\frac{\nu}{\beta}T^2e^{-E/kT}\right].$$

The product $T^2e^{-E/kT}$ rises steadily from zero without bound. The bracket therefore changes sign once, from positive to negative, so there is one maximum. It appears in the measurement if the ramp starts below it. The initial amount of hydrogen has cancelled, so in this model the peak does not move with loading.

Setting the bracket to zero at $T_p$ gives

$$\frac{E}{kT_p^2}=\frac{\nu}{\beta}e^{-E/kT_p}.$$

Define $x=E/kT_p$ and multiply by $T_pe^x$:

$$xe^x=\frac{\nu T_p}{\beta}.$$

The positive solution is the principal Lambert function $W$, which is defined by $W(a)e^{W(a)}=a$. Hence

$$E=kT_p\,W\!\left(\frac{\nu T_p}{\beta}\right).$$

For work by hand, the logarithm is more convenient:

$$x=\ln\frac{\nu T_p}{\beta}-\ln x .$$

Inserting a trial $x$ on the right gives a better one on the left. The right side has derivative $-1/x$, so near the root each round reduces the error by a factor of about $x$.

Here $\nu T_p/\beta=6\times10^{15}$, whose logarithm is 36.3305. The solution is $x=32.839$, as the sum $32.839+\ln 32.839=32.839+3.492=36.331$ confirms. With $kT_p=0.051704$ eV,

$$E=32.839\times0.051704\ \mathrm{eV}=1.698\ \mathrm{eV},$$

or 163.8 kJ/mol. As a test independent of the Lambert formula, the rate equation was integrated numerically and $E$ was varied until the peak fell at 600 K. This search also gave 1.698 eV.

The quoted value follows from a shortcut that replaces the slowly varying $\ln x$ by the constant 3.64:

$$E\approx kT_p\left[\ln\frac{\nu T_p}{\beta}-3.64\right]
=0.051704\,(36.3305-3.64)\ \mathrm{eV}=1.690\ \mathrm{eV}.$$

Subtracting the full equation gives the error of the shortcut, $kT_p(\ln x-3.64)$. It vanishes at $x=e^{3.64}=38.1$. In this example $x$ is smaller, and the shortcut is low by 0.008 eV, or 0.45% of $E$. The quoted value is therefore close, but the peak equation itself gives 1.70 eV when rounded to two decimals.

### (b) Sensitivity to the inputs

Start from $x+\ln x=\ln\nu+\ln T_p-\ln\beta$. At fixed $T_p$ and $\beta$, differentiation gives $(1+1/x)\,dx=d\ln\nu$. Since $dE=kT_p\,dx$,

$$\frac{\partial E}{\partial\ln\nu}=kT_p\frac{x}{1+x}=0.0502\ \mathrm{eV}.$$

Multiplication by $\ln10$ gives 0.116 eV per decade of prefactor. Taking $\nu=10^{12}$ or $10^{14}\ \mathrm{s^{-1}}$ would change the inferred energy to 1.58 or 1.81 eV.

If $T_p$ changes at fixed $\nu$ and $\beta$, then $(1+1/x)\,dx=dT_p/T_p$. Both factors in $E=kT_px$ now vary:

$$\frac{\partial E}{\partial T_p}=kx+kT_p\frac{x}{(1+x)T_p}
=kx\,\frac{x+2}{x+1}=2.91\ \mathrm{meV/K}.$$

The gap between shortcut and root therefore corresponds to a temperature error of 2.6 K. A wrong prefactor matters much more. The scale $kT_p/h=1.25\times10^{13}\ \mathrm{s^{-1}}$ makes the assumed value a reasonable starting point, but does not establish it for a particular site.

### (c) Fraction left and width

Integrating $d\ln c/dT$ up to the peak gives

$$-\ln c(T_p)=\frac{\nu}{\beta}\int_0^{T_p}e^{-E/kT}\,dT .$$

The lower limit has been moved from the starting temperature to zero, because the loss at a start far below the peak is exponentially small. Integrate by parts, using $d(e^{-E/kT})/dT=(E/kT^2)e^{-E/kT}$:

$$\int_0^{T_p}e^{-E/kT}dT=T_pe^{-x}-\frac{E}{k}\int_0^{T_p}\frac{e^{-E/kT}}{T}dT .$$

In the last integral put $y=E/kT$, so that $dT/T=-dy/y$. The limits become $\infty$ and $x$, and the integral becomes $E_1(x)=\int_x^\infty e^{-y}dy/y$. Since $E/k=xT_p$ and $\nu/\beta=xe^x/T_p$,

$$c(T_p)=\exp\{-x[1-xe^xE_1(x)]\}=0.389 .$$

For large $x$, $xe^xE_1(x)=1-1/x+2/x^2-\cdots$. The exponent is then $-1+2/x$ to this order, and the fraction tends to $1/e$. About 61% of the hydrogen has already left when the rate is greatest.

For the width, measure temperature from the peak by

$$u=x\frac{T-T_p}{T_p}.$$

At fixed $u$ and large $x$, $E/kT=xT_p/T\approx x-u$. Since $dT=(T_p/x)\,du$, the accumulated exponent is

$$\frac{\nu}{\beta}\int^Te^{-E/kT'}dT'\approx
\frac{xe^x}{T_p}\,\frac{T_p}{x}\,e^{-x}\int_{-\infty}^ue^{u'}du'=e^u .$$

Thus $c\approx\exp(-e^u)$ and $r\propto\exp(u-e^u)$. The maximum lies at $u=0$, where this function is $e^{-1}$. At half height,

$$u-e^u=-1-\ln2 .$$

With $s=e^u$ this becomes $se^{-s}=1/(2e)$, which has two positive roots $s_-<s_+$. The full width in $u$ is $\ln(s_+/s_-)=2.446$, so

$$\Delta T\approx2.446\,\frac{T_p}{x}
=2.446\times\frac{600\ \mathrm K}{32.84}=44.7\ \mathrm K .$$

The integrated rate equation gives 42.9 K. The limiting law differs from it because terms of relative order $1/x$ were dropped: the true width is 4.0% below the law here, and about 2% below it when $x$ is doubled.

Solved for the energy, the limiting law reads $E\approx2.446\,kT_p^2/\Delta T$. This estimate does not contain $\nu$, but it assumes one first-order step with one energy. Because of the dropped terms it is also somewhat high: the integrated width of 42.9 K gives 1.77 eV instead of 1.70 eV. A measured peak much wider than 43 K would mean either that the prefactor is well below $10^{13}\ \mathrm{s^{-1}}$, which makes $x$ smaller, or that one such step is not the whole description. The width alone does not tell which.

### (d) Two heating rates

Rearranging the peak condition gives

$$\frac{\beta}{T_p^2}=\frac{\nu k}{E}e^{-E/kT_p},
\qquad
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k}{E}-\frac{E}{kT_p}.$$

Write this for two heating rates and subtract. The unknown prefactor cancels:

$$E=k\,\frac{\ln\!\left[(\beta_2/T_2^2)/(\beta_1/T_1^2)\right]}{1/T_1-1/T_2}.$$

For the present model, simulated peaks lie at 562.74 K for 0.1 K/s and at 642.37 K for 10 K/s. The numerator is $\ln100-2\ln(642.37/562.74)=4.340$, and the denominator is $2.203\times10^{-4}\ \mathrm{K^{-1}}$. Their ratio times $k$ is 1.698 eV. Inserting this energy in either peak condition returns $\nu=1.00\times10^{13}\ \mathrm{s^{-1}}$.

The method needs accurate temperatures. If the upper peak alone is read 1 K too high, the inferred energy falls by 0.020 eV. If the lower peak is also read 1 K too low, the energy falls by 0.045 eV. Over this hundredfold range of heating rate, even that is less than half the effect of a prefactor wrong by one decade.

### (e) What the simple model leaves out

**Second-order release.** If two hydrogen atoms must combine before leaving, the rate may be $\nu_2e^{-E/kT}c^2$, where $c$ now measures the hydrogen content relative to a fixed reference loading. Let $c_0$ be its initial value, $y=c/c_0$, and $a=\nu_2c_0$. Then

$$\frac{dy}{dT}=-\frac a\beta e^{-E/kT}y^2,\qquad
y=\frac1{1+J},\qquad
J=\frac a\beta\int e^{-E/kT}dT .$$

The logarithmic derivative of the rate vanishes when

$$\frac{E}{kT_p^2}=\frac{2a}{\beta}e^{-x}y .$$

To leading order in $1/x$, the integral in (c) gives $J=q$ at the peak, with $q=aT_pe^{-x}/(\beta x)$. Multiplying the peak condition by $T_p/x$ turns it into $1=2q/(1+q)$, so $q=1$. This is the first-order condition with $\nu$ replaced by $a$, and about half the hydrogen remains (0.53 in the example below, when the full integral is used).

For $a=10^{13}\ \mathrm{s^{-1}}$, the simulated 600 K peak requires 1.701 eV, only 0.003 eV above the first-order result. The peak temperature thus says almost nothing about the order. The width does differ: it is 60.8 K. So does the effect of loading. At fixed $E$ and $\nu_2$, a tenfold smaller loading moves the second-order peak to 642 K, while the first-order peak stays in place.

**Disorder.** Suppose that independent first-order sites have a Gaussian distribution of energies with mean 1.698 eV, and all start equally filled. A standard deviation of 0.05 eV gives a peak at 595.7 K with a width of 60.1 K. For 0.10 eV these become 592.7 K and 93.1 K. Analysing such peaks with a single energy underestimates the mean by 0.013 and 0.021 eV.

Most of the downward shift comes from the asymmetry of the line in (c). Displacing the 600 K line without changing its shape, by each site's energy offset divided by 2.91 meV/K, gives shifts of 3.6 and 6.0 K, out of the full 4.3 and 7.3 K; the rest arises because the line itself changes with site energy. Its mean position is $\langle u\rangle=\int_0^\infty e^{-s}\ln s\,ds=-0.577$, below its maximum at $u=0$. A broad, symmetric spread of similar lines moves the combined maximum towards that mean.

The width for 0.05 eV is almost that of the second-order peak. Width alone therefore cannot separate these two explanations. A change of loading can, provided that all site energies remain filled in the same proportion.

**Pumping.** A chamber that clears gas with time constant $\tau$ records an exponentially delayed average of the release rate. For a short delay, the signal is approximately $r(t-\tau)$, so the peak shifts upward by about $\beta\tau$. With $\tau=0.5$ s, the simulated shift is 0.49 K, equivalent to 1.4 meV. This is negligible for the single peak at 1 K/s, but the shift grows with heating rate and matters for the method in (d). With the same $\tau$, the peak at 10 K/s is delayed by 4.4 K and the peak at 0.1 K/s by 0.05 K, and the two-rate energy comes out 0.08 eV too low. The fastest ramp must therefore keep $\beta\tau$ well below 1 K, or the lag must be corrected.

**Diffusion.** Suppose instead that hydrogen moves through a film of thickness $L$ before leaving quickly at the surface. Let $n$ be its concentration, with

$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial z^2},\qquad
\left.\frac{\partial n}{\partial z}\right|_{z=0}=0,\qquad n(L)=0 .$$

The substrate side is blocked. The functions $\cos[(m+\tfrac12)\pi z/L]$, with $m=0,1,2,\ldots$, satisfy both boundary conditions and decay at rates $(m+\tfrac12)^2\pi^2D/L^2$. If $D=D_0e^{-E_D/kT}$, the slowest mode obeys a first-order law with

$$\nu_{\mathrm{eff}}=\frac{\pi^2D_0}{4L^2}.$$

Take the round value $D_0=10^{-3}\ \mathrm{cm^2/s}$. With $L=5\times10^{-6}$ cm,

$$\nu_{\mathrm{eff}}=\frac{9.87\times10^{-3}}{4\times2.5\times10^{-11}}\ \mathrm{s^{-1}}
=9.87\times10^7\ \mathrm{s^{-1}}.$$

The same 600 K peak now implies $E_D=1.12$ eV, which is 0.57 eV lower. This difference depends on the assumed $D_0$: it shrinks by about 0.11 eV for each tenfold increase and vanishes near $10^2\ \mathrm{cm^2/s}$. Free hydrogen molecules in silica diffuse with a barrier of only about 0.45 eV and would leave such a film below room temperature, so in a film of that kind $E_D$ and $D_0$ are effective values for diffusion slowed by trapping. A numerical solution for a uniformly loaded film with this energy peaks at 599.9 K, so the slowest mode describes the peak position well.

The simulated width is 73.7 K. Part of the increase over 42.9 K comes from the smaller $x$. The faster modes add to it, because they release hydrogen from near the surface early and raise the low-temperature side.

### Reading the result for a real film

The parameters are round model values, not data for a particular film. In an amorphous oxide hydrogen can be bound in several ways, may leave as hydrogen or water, and may be trapped repeatedly on its way out. The assumption of one direct release step therefore needs to be tested. For the numbers used here, replacing it by diffusion control moves the energy by 0.57 eV, compared with 0.12 eV for a decade of prefactor and about 0.02 eV for the larger disorder considered.

The energy matters when the result is carried to another temperature. The peak condition fixes the rate constant at 600 K as $\beta x/T_p$, about $0.055\ \mathrm{s^{-1}}$ for direct release. At a lower temperature $T$, this is multiplied by $\exp[-(E/k)(1/T-1/T_p)]$. With the peak position fixed, a higher energy also raises the rate constant at $T_p$ slightly, but the exponential outweighs this once $T$ is more than about $T_p/x$ below the peak, here some 20 K. At temperatures well below that, an energy that is too high makes the hydrogen appear too stable. Before 1.70 eV is used to predict retention during annealing or operation, the peak should be measured at several heating rates, loadings and film thicknesses. Under diffusion control, $\nu_{\mathrm{eff}}\propto L^{-2}$ makes a thicker film peak at a higher temperature; direct release without return has no such dependence. A shift with thickness does not by itself prove diffusion control. If hydrogen mixes quickly through the film and a first-order step at the surface limits the rate, then $\nu_{\mathrm{eff}}\propto L^{-1}$ and the peak also moves up, though less. The size of the shift, not its presence, separates the two cases.

## Computed results

```
Peak temperature: 600.0 K
Heating rate: 1.0 K/s
Assumed prefactor: 1.00e+13 1/s
Attempt scale kT/h at peak: 1.25e+13 1/s
Thermal energy kTp: 0.051704 eV
ln(nu Tp/beta): 36.3305 (dimensionless)
x = E/kTp: 32.8389 (dimensionless)
ln x: 3.4916 (dimensionless)
Energy, Lambert formula: 1.69790 eV
Energy, search on integrated kinetics: 1.69790 eV
Energy, in kJ/mol: 163.8 kJ/mol
Energy, 3.64 shortcut: 1.69023 eV
Shortcut minus root: -0.00767 eV
Same gap as peak shift: -2.63 K
x where shortcut is exact: 38.09 (dimensionless)
Fraction left at peak: 0.3890 (dimensionless)
dE/dTp: 2.913 meV/K
dE/d ln nu: 0.05018 eV
dE per decade of nu: 0.1155 eV
Energy if nu = 1e+12 1/s: 1.5825 eV
Energy if nu = 1e+14 1/s: 1.8135 eV
Width constant: 2.4464 (dimensionless)
Width, limiting law: 44.70 K
Width, integrated kinetics: 42.93 K
Width-law relative error at x: -3.96 %
Width-law relative error at 2x: -2.05 %
Peak at 0.1 K/s: 562.74 K
Peak at 10.0 K/s: 642.37 K
Energy from two rates: 1.6979 eV
Prefactor from two rates: 1.000e+13 1/s
Two-rate energy change, upper peak +1 K: -0.0197 eV
Second-order energy for same peak: 1.7006 eV
Second-order width: 60.77 K
Second-order peak, tenth of loading: 642.24 K
Disorder 0.05 eV: peak 595.69 K, width 60.14 K, energy bias -0.0125 eV
Disorder 0.10 eV: peak 592.73 K, width 93.09 K, energy bias -0.0212 eV
Pumping time constant: 0.50 s
Pumping lag of peak: 0.494 K
Pumping lag as energy: 1.44 meV
Film thickness: 50.0 nm
Diffusion prefactor D0: 1.0e-03 cm2/s
Effective diffusion prefactor: 9.870e+07 1/s
Energy if diffusion controls: 1.1233 eV
Diffusion energy minus first-order energy: -0.5746 eV
Diffusion simulation peak: 599.87 K
Diffusion simulation width: 73.72 K
```
